# Circular hydrogen states: axial polarizability and preparation in crossed fields

## What has to be decided first

Before computing the Stark shift of a circular state, fix the angle between the electric field and the axis of the orbit. If they are parallel, one state and one polarizability suffice. If the field has a transverse part, the whole degenerate level of $n^2$ states must be treated, together with any magnetic field that holds the axis. The same transverse coupling makes it possible to prepare the circular state from a Stark state.

The model is a spinless, nonrelativistic electron of charge $-e$ bound to a fixed proton. A circular state has $l=|m|=n-1$. In an electric field $F$ along $z$ the perturbation is $+eFz$. For a field along the quantization axis the shift is

$$\Delta E=-\tfrac12\alpha F^2,\qquad \alpha=4\pi\varepsilon_0a_0^3\,\frac{n^4(n+1)(4n+5)}4 ,$$

to second order in $F$, with no linear term.

In the algebra, lengths are in $a_0$, energies in $E_h=e^2/(4\pi\varepsilon_0a_0)$, momenta in $\hbar/a_0$ and angular momenta in $\hbar$. Then $H=p^2/2-1/r$, the level energy is $E=-1/(2n^2)$, and the perturbation is $\epsilon z$ with $\epsilon=ea_0F/E_h$.

## Field along the axis

Take $m=n-1$; the state with $-m$ is the complex conjugate and has the same shift. The unperturbed function is

$$\psi_0\propto(x+iy)^{m}e^{-r/n}.$$

The polynomial is harmonic and of degree $m$, so $\nabla^2\psi_0=[1/n^2-2(m+1)/(nr)]\psi_0$. With $m+1=n$ this gives $H\psi_0=E\psi_0$.

Since $z$ conserves $m$, and the level contains a single state with $m=n-1$, nondegenerate perturbation theory applies. The density is even in $z$, so the linear shift $\epsilon\langle z\rangle$ vanishes.

Write the first-order function as $\psi_1=g\psi_0$. In $(H-E)\psi_1=-\epsilon z\psi_0$ the terms without derivatives of $g$ cancel, leaving

$$-\tfrac12\nabla^2g-\nabla g\cdot\nabla\ln\psi_0=-\epsilon z .$$

From $\ln\psi_0=m\ln(x+iy)-r/n+\text{const}$ follow

$$\partial_z\ln\psi_0=-\frac z{nr},\qquad \hat{\mathbf r}\cdot\nabla\ln\psi_0=\frac mr-\frac1n .$$

Try $g=z(a+br)$. Its gradient is $(a+br)\hat{\mathbf z}+bz\hat{\mathbf r}$, and $\nabla^2(zr)=4z/r$. The equation becomes

$$z\left[\frac1r\left(\frac an-2b-mb\right)+\frac{2b}n\right]=-\epsilon z .$$

The constant part gives $b=-n\epsilon/2$. The $1/r$ part gives $a=n(m+2)b=n(n+1)b$. Hence

$$g=-\frac{n\epsilon}2\,z\,[n(n+1)+r],$$

$$E_2=\langle\psi_0|\epsilon z\,g|\psi_0\rangle=-\frac{n\epsilon^2}2\left[n(n+1)\langle z^2\rangle+\langle z^2r\rangle\right].$$

The radial probability density is proportional to $r^{2n}e^{-2r/n}$, so $\langle r^k\rangle=(n/2)^k(2n+k)!/(2n)!$. With $u=\cos\theta$, the angular density is proportional to $(1-u^2)^m$. Let $I_m=\int_{-1}^1(1-u^2)^m\,du$. Integration by parts gives $I_{m+1}=2(m+1)(I_m-I_{m+1})$, so

$$\langle u^2\rangle=1-\frac{I_{m+1}}{I_m}=\frac1{2m+3}=\frac1{2n+1}.$$

The two averages are therefore

$$\langle z^2\rangle=\frac{n^2(n+1)}2,\qquad \langle z^2r\rangle=\frac{n^3(n+1)(2n+3)}4 .$$

Inserting them,

$$E_2=-\frac{n^4(n+1)\epsilon^2}8[2(n+1)+(2n+3)]=-\frac{n^4(n+1)(4n+5)}8\epsilon^2 .$$

Restoring $E_h$ and using $e^2a_0^2/E_h=4\pi\varepsilon_0a_0^3$ gives the stated $\alpha$.

For $n=1$ the factor is $9/2$, the ground-state value. For large $n$ its leading term is $n^6$. A classical circular orbit of radius $R=n^2$, displaced by a small $z$ along its axis, feels the restoring force $-z/R^3$. Balance with the field force $-\epsilon$ gives $z=-\epsilon R^3$, hence a polarizability $R^3=n^6$.

In a static field the potential energy falls without limit on one side of the atom, so the bound state becomes a resonance. The formula gives its second-order shift, not its ionization rate.

## Position inside one level

For other field directions, $\mathbf r$ is needed as an operator inside the level. Define

$$\mathbf A=\mathbf U-\hat{\mathbf r},\qquad \mathbf U=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p),$$

and $D=\tfrac12(\mathbf r\cdot\mathbf p+\mathbf p\cdot\mathbf r)$, $\{a,b\}=ab+ba$. Expanding $(\mathbf p\times\mathbf L)_z=p_jzp_j-(\mathbf p\cdot\mathbf r)p_z$ and averaging with the adjoint gives

$$A_z=\tfrac12\{z,p^2\}-\tfrac12\{D,p_z\}-\frac zr .$$

Here $p_jzp_j=\frac12\{z,p^2\}$, and the constants in $\mathbf p\cdot\mathbf r=D-\frac{3i}2$ and $\mathbf r\cdot\mathbf p=D+\frac{3i}2$ cancel.

Now take $G=\frac16\{z,D\}-\frac13\{r^2,p_z\}$. The rates of change are

$$i[H,z]=p_z,\quad i[H,D]=p^2-\frac1r,\quad i[H,r^2]=2D,\quad i[H,p_z]=-\frac z{r^3},$$

and therefore

$$i[H,G]=-\tfrac12\{D,p_z\}+\tfrac16\{z,p^2\}+\frac z{3r}.$$

Adding $\frac23\{H,z\}=\frac13\{p^2,z\}-\frac43z/r$ reproduces $A_z$:

$$A_z=\tfrac23\{H,z\}+i[H,G].$$

Between two states of the same energy $E$ the commutator vanishes, so $A_z$ acts as $\frac43Ez$. With $E=-1/(2n^2)$ and the projector $P$ onto the level,

$$P\mathbf rP=-\tfrac32\,n\,\mathbf K,\qquad \mathbf K=nP\mathbf AP .$$

### The algebra of $\mathbf K$

First, $\mathbf A$ is conserved. Let $M_{ij}=\partial_j\hat r_i=(\delta_{ij}-\hat r_i\hat r_j)/r$. Because $i[H,\mathbf p]=-\mathbf r/r^3$ and $\mathbf r\times\mathbf L=\mathbf r(\mathbf r\cdot\mathbf p)-r^2\mathbf p$, both $i[H,U_i]$ and $i[H,\hat r_i]$ equal $\frac12(M_{ij}p_j+p_jM_{ij})$. Their difference is zero, and products of components of $\mathbf A$ remain inside the level.

Next, moving momenta to the left gives $U_i=p^2r_i-p_iQ$ with $Q=\mathbf p\cdot\mathbf r+i$. The needed commutators are $[r_i,p^2]=2ip_i$, $[Q,p_i]=ip_i$ and $[Q,r_i]=-ir_i$. They give

$$[p^2x,p^2y]=-2ip^2L_z,\qquad [p_xQ,p_yQ]=0,$$
$$[p^2x,p_yQ]=-ip^2p_yx,\qquad [p_xQ,p^2y]=ip^2p_xy .$$

Subtracting the last two from the first, with $L_z=p_yx-p_xy$, yields $[U_x,U_y]=-ip^2L_z$.

In the mixed terms, $[Q,\hat r_i]=0$ because $\hat{\mathbf r}$ has no radial derivative, and the terms with $[p_x,\hat r_y]=-iM_{xy}$ cancel by symmetry. What remains is

$$[U_x,\hat r_y]+[\hat r_x,U_y]=[p^2,\hat r_y]x-[p^2,\hat r_x]y .$$

Insert $[p^2,\hat r_i]=-2iM_{ij}p_j+2\hat r_i/r^2$, where the last part is $-\nabla^2\hat r_i$. The last part cancels between the two terms, as do the constants from moving $x$ and $y$ past $p_j$. The result is $-2i(xM_{yj}-yM_{xj})p_j=-2iL_z/r$. Thus

$$[A_x,A_y]=-ip^2L_z+\frac{2i}rL_z=-2iHL_z .$$

Inside the level this becomes $[K_x,K_y]=iL_z$, with cyclic permutations. Since $\mathbf K$ is a vector, $[L_x,K_y]=iK_z$. The combinations

$$\mathbf J_1=\tfrac12(\mathbf L+\mathbf K),\qquad \mathbf J_2=\tfrac12(\mathbf L-\mathbf K)$$

are then two commuting angular momenta.

The circular state with $m=n-1$ fixes their size. Both $L_+$ and $K_+$ would raise $m$ to $n$, which the level does not contain, so both give zero. Also $K_z=0$, because $\langle z\rangle=0$ and no other state has this $m$. Hence $J_{1z}=J_{2z}=j=(n-1)/2$, each the top of its multiplet. Lowering both produces $(2j+1)^2=n^2$ states, the entire level.

The circular state has $\mathbf J_1$ and $\mathbf J_2$ parallel. The extreme Stark states have them opposed along the field, with $K_z=J_{1z}-J_{2z}=\pm(n-1)$.

## Electric field across the axis

In SI units the linear Stark operator for a field along $z$ is $-\hbar\omega_SK_z$, with

$$\omega_S=\frac{3nea_0F}{2\hbar}.$$

If the circular axis is $x$ instead, the mean of $K_z$ still vanishes, but its square does not. A top state of spin $j$ has transverse variance $[j(j+1)-j^2]/2=j/2$. The two spins together give $\langle K_z^2\rangle=j$, so the root-mean-square coupling to the rest of the level is $\hbar\omega_S\sqrt{(n-1)/2}$. Without another field to lift the degeneracy, the circular state is not stationary at first order.

A magnetic field $B$ along $x$ adds $\hbar\omega_LL_x$, with $\omega_L=eB/(2m_e)$, when the term quadratic in $B$ is dropped. In this crossed arrangement

$$\frac{H_1}\hbar=\omega_LL_x-\omega_SK_z=\boldsymbol\Omega_1\cdot\mathbf J_1+\boldsymbol\Omega_2\cdot\mathbf J_2,$$
$$\boldsymbol\Omega_1=(\omega_L,0,-\omega_S),\qquad \boldsymbol\Omega_2=(\omega_L,0,\omega_S).$$

Both vectors have length $\Omega=\sqrt{\omega_S^2+\omega_L^2}$. The energies are $\hbar\Omega k$, $k=-(n-1),\ldots,n-1$, with degeneracy $n-|k|$.

For $\omega_S\ll\omega_L$ both vectors tilt from $B$ by the small angle $\omega_S/\omega_L$. Each of the $2(n-1)$ spins one-half that make up the highest state tilts with its vector, so the state is nearly circular about $B$ only if $(n-1)\omega_S^2/\omega_L^2\ll1$ as well. Its electric shift within the level is

$$(n-1)\hbar(\Omega-\omega_L)\simeq(n-1)\frac{\hbar\omega_S^2}{2\omega_L}.$$

This is quadratic in $F$, but positive and dependent on $B$. It must not be replaced by the axial polarizability.

## From the Stark state to the circular state

Start with $B=0$. In the highest Stark state each spin lies along its own vector: $\mathbf J_1$ along $-z$ and $\mathbf J_2$ along $+z$. Lower $F$ while $B$ rises. Both vectors turn towards $+x$, and the gap $\hbar\Omega$ stays open as long as the two fields do not vanish together. If the spins follow, the final state has $L_x=J_{1x}+J_{2x}=n-1$: it is circular about the magnetic field. The lowest Stark state, with both spins antiparallel to their vectors, ends with $L_x=-(n-1)$.

Parallel fields do not do this. There $H_1$ contains $L_z$ and $K_z$, both conserved, and the extreme Stark state keeps $L_z=0$.

For a definite ramp, a sufficient time can be derived. Let

$$\omega_S=\Omega\cos\theta,\qquad \omega_L=\Omega\sin\theta,\qquad \theta=\frac{\pi t}{2T},\quad 0\le t\le T,$$

at constant $\Omega$. A spin $j$ in its top state is a product of $2j$ parallel spins one-half, each obeying the same equation. For $\mathbf J_2$, pass to the frame turning with $\boldsymbol\Omega_2$ about $y$. The Hamiltonian there is $\hbar(\Omega s_z-\dot\theta s_y)$, constant in time. The spin precesses about an axis tilted from $z$ at the rate $\sqrt{\Omega^2+\dot\theta^2}$. With $q=\dot\theta/\Omega=\pi/(2\Omega T)$ its flip probability is

$$p=\frac{q^2}{1+q^2}\sin^2\!\left(\frac{\Omega T}2\sqrt{1+q^2}\right).$$

For $\mathbf J_1$ the rotation has the opposite sense, which leaves $p$ unchanged. All $4j=2(n-1)$ spins must remain unflipped, so

$$P_{\rm circ}=(1-p)^{2(n-1)}\ge(1+q^2)^{-2(n-1)}\ge1-\frac{(n-1)\pi^2}{2(\Omega T)^2}.$$

A loss below $\delta$ is guaranteed by $\Omega T\ge\pi\sqrt{(n-1)/(2\delta)}$. This sufficient time grows as $\sqrt{n-1}$ at fixed $\Omega$. It is not the shortest possible one: $p$ vanishes whenever $\Omega T\sqrt{1+q^2}$ is a positive multiple of $2\pi$, first at $\Omega T=\pi\sqrt{15}/2\approx6.08$, whatever $n$ is. Using such a zero requires exact control of the ramp. In the sudden limit $p\to1/2$ and $P_{\rm circ}\to2^{-2(n-1)}$, the squared overlap of the initial and final states.

## Numbers for $n=20$

Take an initial field of 1000 V/m. The formula for $\omega_S$ gives $\Omega=2.412\times10^9$ rad/s, or $\Omega/2\pi=383.9$ MHz. Requiring the same $\omega_L$ at the end gives $B=2m_e\Omega/e=27.43$ mT. All energies below are divided by $h$.

The polarizability factor is $20^4\cdot21\cdot85/4=7.14\times10^7$. Multiplied by $4\pi\varepsilon_0a_0^3=1.64878\times10^{-41}$ C m²/V, it gives $\alpha=1.177\times10^{-33}$ C m²/V. The responses to 1000 V/m are:

- highest Stark state, linear shift: $19\times383.86=7293$ MHz;
- circular state, field along its axis, no magnetic field: $-\alpha F^2/(2h)=-0.888$ MHz;
- circular state, transverse field: root-mean-square coupling $383.9\sqrt{19/2}=1183$ MHz.

With the final magnetic field held on, a transverse field of 1000 V/m makes $\omega_S=\omega_L$ and raises the highest state by $7293(\sqrt2-1)\approx3021$ MHz. For this state, turning the field from the axis to the transverse direction thus reverses the sign of the shift and increases its size by more than three orders of magnitude. The lowest state shifts by the same amount downwards. Both values come from the linear operator $H_1$; the terms quadratic in the fields lower both states by a further 0.9 MHz or so. At $\omega_S=\omega_L$ neither state is still circular about $B$: the squared overlap with the circular state is only $\cos^{4(n-1)}(\pi/8)\approx0.0024$.

For the ramp, the formulas above give:

| $T$ (ns) | $\Omega T$ | $P_{\rm circ}$ | lower bound |
|---:|---:|---:|---:|
| 1 | 2.41 | 0.000002 | 0.000001 |
| 3 | 7.24 | 0.615 | 0.174 |
| 10 | 24.1 | 0.966 | 0.851 |
| 30 | 72.4 | 0.982 | 0.982 |
| 100 | 241 | 0.9986 | 0.9984 |

At 3 ns the population is far above the bound because the squared sine is about 0.28. At 30 ns it is close to one, and the two values nearly coincide. Such a favourable phase depends on the exact ramp; the bound does not use it. For $\delta=0.01$ the criterion requires $\Omega T\ge96.8$, or $T\approx40$ ns.

These probabilities belong to the model, and three scales indicate part of what it omits. The Dirac energies of the level, from total angular momentum $1/2$ to $n-1/2$, spread over 20.8 MHz, about 5% of the gap. In the final state the mean squared distance from the magnetic axis is $\langle r^2\rangle-\langle z^2\rangle=n^3(n+1)$ in units of $a_0^2$, with $z$ here along that axis. The term $e^2B^2a_0^2n^3(n+1)/(8m_e)$ is then 1.88 MHz. The level $n=21$ lies about 765,000 MHz higher, far beyond the linear shift; mixing with other levels lowers both extreme Stark states by about 1.4 MHz at 1000 V/m.

At much weaker fields the fine structure is no longer small compared with $\hbar\Omega$, and spin must be included. At much stronger fields the quadratic terms and neighbouring levels enter. At the fields used here, fine structure, spin and the quadratic terms together change $P_{\rm circ}$ by about 0.01 at 3 ns, by about 0.001 at 10 ns and by less at the longer times. The fixed proton also hides the motional field $\mathbf v\times\mathbf B$: an atom crossing the final 27 mT at 1000 m/s sees 27 V/m, which leaves the highest state with a squared overlap of 0.993 with the circular state, and of 0.956 at 2500 m/s. Spontaneous decay, thermal radiation and stray fields are also absent, so the tabulated $P_{\rm circ}$ is not a forecast for an apparatus.
